\section*{The 1/X convergence of the interelectronic delta function and its cures}

\section{The result}

Let $\psi$ be the real, normalized singlet ground state of helium with a fixed nucleus, in Hartree atomic units. Write $\phi(r)$ for its value when both electrons are at the same point, at distance $r$ from the nucleus. Let $\psi_L$ be the configuration-interaction (CI) function that contains all partial waves $l\le L$ with a complete radial space for each, and put $X=L+1$. Then
\begin{equation}
D_L-D=\frac{C}{X}+O(X^{-2}),\qquad
C=4\pi\int_0^\infty r^3\phi(r)^2\,dr ,
\label{result}
\end{equation}
where $D=\langle\delta(\mathbf r_{12})\rangle$ and $D_L$ is its value for $\psi_L$. The energy error of the same function falls as $X^{-3}$.

This matters for the two-electron Darwin energy,
\begin{equation}
E_{\rm D2}=-\pi\alpha^2D ,
\label{darwin}
\end{equation}
where $\alpha$ is the fine-structure constant. This energy inherits the slow convergence. The spin--spin contact term is a separate contribution, proportional to the same $D$ in a singlet.

Integrating out the delta function, and using the spherical symmetry of an S state, gives
\begin{equation}
D=\int\psi(\mathbf r,\mathbf r)^2d^3r=4\pi\int_0^\infty r^2\phi(r)^2dr .
\label{density}
\end{equation}
So $D$ samples the wavefunction at coalescence, where a product expansion is least accurate. The orders in $X$ below come from local scaling near coalescence; they are not rigorous error bounds.

Both derivations start from the cusp. Let $\mathbf s=\mathbf r_1-\mathbf r_2$ and $s=|\mathbf s|=r_{12}$. In the relative coordinate the kinetic operator is $-\nabla_s^2$. Put $\psi\simeq\phi(1+as)$. Since $\nabla_s^2s=2/s$, the singular part of $(H-E)\psi$ is $\phi(-2a+1)/s$. It must vanish, so $a=1/2$. The term $\phi s/2$ is the leading part of $\psi$ that is not smooth at $s=0$.

\section{First derivation: partial waves at equal radii}

Let $r_<$ and $r_>$ be the smaller and larger of $r_1,r_2$, and $c$ the cosine of the angle between the position vectors. Write
\begin{equation}
r_{12}=(r_<^2+r_>^2-2r_<r_>c)\,\frac1{r_{12}},\qquad
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(c),
\end{equation}
and use $(2l+1)cP_l=(l+1)P_{l+1}+lP_{l-1}$. The coefficient of $P_l$ in $r_{12}$ receives contributions from the terms $l-1$ and $l+1$ of the second series:
\begin{align}
(r_{12})_l&=(r_<^2+r_>^2)\frac{r_<^l}{r_>^{l+1}}
-2r_<r_>\left[\frac{l}{2l-1}\frac{r_<^{l-1}}{r_>^{l}}
+\frac{l+1}{2l+3}\frac{r_<^{l+1}}{r_>^{l+2}}\right]\nonumber\\
&=\frac{r_<^{l+2}}{r_>^{l+1}}\left[1-\frac{2l+2}{2l+3}\right]
+\frac{r_<^l}{r_>^{l-1}}\left[1-\frac{2l}{2l-1}\right]\nonumber\\
&=\frac{1}{2l+3}\frac{r_<^{l+2}}{r_>^{l+1}}
-\frac1{2l-1}\frac{r_<^l}{r_>^{l-1}} .
\label{wave}
\end{align}

At coalescence $r_1=r_2=r$ and $P_l(1)=1$. Each coefficient becomes
\begin{equation}
(r_{12})_l=r\left(\frac1{2l+3}-\frac1{2l-1}\right)
=-\frac{4r}{(2l-1)(2l+3)} ,
\end{equation}
which decays only as $l^{-2}$. The denominators $2l-1$ and $2l+3$ differ by two steps of $l$, so the tail telescopes and leaves two terms:
\begin{equation}
\sum_{l>L}(r_{12})_l=-r\left(\frac1{2L+1}+\frac1{2L+3}\right).
\end{equation}
The complete sum is $r_{12}=0$. The retained sum is therefore the negative of the tail. With $2L+1=2X-1$ and $2L+3=2X+1$,
\begin{equation}
\sum_{l\le L}(r_{12})_l=\frac{4Xr}{4X^2-1}
=\frac rX\left(1+\frac1{4X^2}+\cdots\right).
\label{partial}
\end{equation}
For $r=1$ and $L=5$ this is $24/143=0.1678$, although the true distance is zero.

Let $P$ project on $l\le L$. The cusp term carries a factor $1/2$, so the projected function at coalescence is
\begin{equation}
(P\psi)(r,r)\simeq\phi(r)\left(1+\frac r{2X}\right).
\label{projected}
\end{equation}
Even powers of $r_{12}$ are smooth in $c$, and their partial waves decay rapidly; $r_{12}^3$ has a weaker singularity than $r_{12}$ and enters at higher order. Squaring,
\begin{equation}
\phi^2\left(1+\frac r{2X}\right)^2-\phi^2
=\phi^2\left(\frac rX+\frac{r^2}{4X^2}\right),
\end{equation}
and inserting the first term in \eqref{density} gives $C/X$ with the $C$ of \eqref{result}. The sign is positive: the truncated function cannot form the sharp minimum at $s=0$, and leaves the electrons too often together.

\section{Second derivation: missing wave numbers}

The same law follows without the partial waves of $r_{12}$. Near coalescence the Fourier transform $f(k)$ of $s/2$ follows from $\nabla_s^2(s/2)=1/s$. The transform of $1/s$ is $4\pi/k^2$, so
\begin{equation}
-k^2f(k)=\frac{4\pi}{k^2},\qquad f(k)=-\frac{4\pi}{k^4}
\quad(k\ne0).
\label{fourier}
\end{equation}

At radius $r$, a wave of angular momentum $l$ has squared wave number $l(l+1)/r^2\simeq(l+\tfrac12)^2/r^2$ along the sphere. The border between the last retained wave, $L$, and the first missing one, $L+1$, is at $K=(L+1)/r=X/r$. Truncation therefore removes components with $k_\perp>K$, where $k_\perp$ is perpendicular to the radius. Every radial wave number $k_z$ is kept when $k_\perp<K$.

Let $t(\mathbf s)$ be the missing part of $s/2$. Its value at the origin is
\begin{align}
t(0)&=-\frac{4\pi}{(2\pi)^3}\int_K^\infty2\pi k_\perp dk_\perp
\int_{-\infty}^{\infty}\frac{dk_z}{(k_\perp^2+k_z^2)^2}\nonumber\\
&=-\frac1\pi\int_K^\infty k_\perp dk_\perp\,\frac{\pi}{2k_\perp^3}
=-\frac1{2K}=-\frac r{2X}.
\label{tail}
\end{align}
Removing it changes $\phi$ to $\phi(1+r/2X)$, which is \eqref{projected}, and squaring again gives $C/X$.

This route also shows why the energy behaves differently. Let $Q=1-P$, so that $Q\psi\simeq\phi t$. Because $(H-E)\psi=0$,
\begin{equation}
\langle P\psi|H-E|P\psi\rangle=\langle Q\psi|H-E|Q\psi\rangle
\simeq\int\phi^2|\nabla_st|^2 .
\end{equation}
The last form is the kinetic energy: each electron contributes $\tfrac12|\nabla_st|^2$. For the relative coordinate,
\begin{align}
\int|\nabla_st|^2d^3s
&=\frac{16\pi^2}{(2\pi)^3}\int_{k_\perp>K}\frac{d^3k}{k^6}
=\frac2\pi\int_K^\infty2\pi k_\perp\frac{3\pi}{8k_\perp^5}\,dk_\perp\nonumber\\
&=\frac{3\pi}{2}\,\frac1{3K^3}=\frac{\pi}{2K^3}.
\end{align}
With $K=X/r$ and the remaining integration over $4\pi r^2dr$,
\begin{equation}
E_L-E\simeq\frac{2\pi^2}{X^3}\int_0^\infty r^5\phi(r)^2dr .
\end{equation}
The defect $t$ has height $1/K$, width $1/K$ and slope of order one. The energy collects the squared slope over a volume $K^{-3}$; the delta function reads the height itself and gains nothing from the small volume.

\section{From the projected to the variational function}

Both derivations gave the value for $P\psi$. The CI function also adjusts its retained waves. Let $\chi=\psi_L-P\psi$. Subtracting $P(H-E)\psi=0$ from $P(H-E_L)\psi_L=0$ gives
\begin{equation}
P(H-E)\chi=PHQ\psi+(E_L-E)\psi_L .
\end{equation}
For an S state the kinetic energy and nuclear attraction do not mix different $l$, so $PHQ=P\,r_{12}^{-1}Q$. At $s\sim1/K$ the source is of order $K\cdot K^{-1}=1$, while the kinetic operator on the left is of order $K^2$. Hence $\chi\sim K^{-2}$, one power smaller than $t$. The energy term is of order $K^{-3}$, and the lost norm $\int\phi^2t^2$ is of order $K^{-5}$. By this scaling, relaxation leaves $C$ unchanged and first enters in the $X^{-2}$ term of \eqref{result}. It changes the energy by about $-\langle\chi|PHQ\psi\rangle$. This is the product of $\chi\sim K^{-2}$, a source of order one and the volume $K^{-3}$, hence of order $K^{-5}$, so the leading $X^{-3}$ energy error found above also holds for $\psi_L$.

\section{What each derivation assumes}

Both need the cusp coefficient $1/2$, a nonzero coalescence density, many retained waves and the scaling estimate for relaxation. Both fail to give a leading $1/X$ term if $r_{12}$ is built explicitly into the wavefunction with the correct cusp, since then no tail of $s/2$ is missing.

The first derivation treats the angular sum at equal radii without approximation: \eqref{partial} holds for every $L$. Its approximation lies in keeping only the leading cusp term of $\psi$. It relies on an atomic centre and on complete radial functions.

The second replaces a small patch of the sphere by a plane, and so needs $s\ll r$ and $X\gg1$. In return it gives $t$ away from $s=0$ and allows other kinds of resolution. If a basis removes all $k>K$ isotropically, \eqref{tail} is replaced by
\begin{equation}
t(0)=-\frac{4\pi}{(2\pi)^3}\int_K^\infty\frac{4\pi k^2dk}{k^4}
=-\frac{2}{\pi K}.
\end{equation}
The power is the same and the constant is larger. This suggests, but does not prove, a $1/X$ law for correlation-consistent bases, whose radial and angular resolution grow together. Their constant is not the $C$ of \eqref{result}.

\section{Extrapolation and a regularizing identity}

If $D_X=D+A/X^p$, multiply by $X^p$ and subtract the same equation at $Y$. The unknown $A$ drops out:
\begin{equation}
D=\frac{X^pD_X-Y^pD_Y}{X^p-Y^p}.
\label{extrapolation}
\end{equation}
Here $p=1$. Using the energy's $p=3$ on a pure $A/X$ error leaves $A(X^2-Y^2)/(X^3-Y^3)$. For $X=6$, $Y=5$ this is $11A/91$, or $66/91=73\%$ of the error $A/6$ already present at $X=6$.

Alternatively, the delta function can be traded for an average over all space. For any pair $ij$ in an $N$-electron system,
\begin{equation}
\sum_k\nabla_k^2\frac1{r_{ij}}=-8\pi\delta(\mathbf r_{ij}),
\end{equation}
with $-4\pi\delta$ from each of $k=i$ and $k=j$. Multiply by $\psi^2$, integrate, and move the Laplacians by Green's theorem:
\begin{align}
-8\pi\langle\delta(\mathbf r_{ij})\rangle
&=\int\frac1{r_{ij}}\sum_k\left(2\psi\nabla_k^2\psi
+2|\nabla_k\psi|^2\right)\nonumber\\
&=-4\left\langle\frac{E-V}{r_{ij}}\right\rangle
+2\sum_k\left\langle\nabla_k\psi\left|\frac1{r_{ij}}\right|
\nabla_k\psi\right\rangle .
\end{align}
The second line uses the Schr\"odinger equation, $\sum_k\nabla_k^2\psi=-2(E-V)\psi$, with $V$ the total potential energy. Division by $-2$ gives
\begin{equation}
4\pi\langle\delta(\mathbf r_{ij})\rangle
=2\left\langle\frac{E-V}{r_{ij}}\right\rangle
-\sum_k\left\langle\nabla_k\psi\left|\frac1{r_{ij}}\right|
\nabla_k\psi\right\rangle .
\label{identity}
\end{equation}
This holds for an eigenfunction. For an approximate function the right side is a different estimate of $D$, and it is not variational.

Its truncation error follows from $\psi_L\simeq\psi-\phi t$. The electron repulsion in $V$ contributes $-2\langle s^{-2}\rangle$, whose change is $+4\int\phi^2t/s^2$. In the gradient term, $\nabla_1t=-\nabla_2t=\nabla_st$ and, near coalescence, $\nabla_1\psi-\nabla_2\psi\simeq\phi\hat{\mathbf s}$; the smooth gradients cancel there by exchange symmetry. Its change is
\begin{equation}
2\int\phi^2\frac{\hat{\mathbf s}\cdot\nabla_st}{s}
-2\int\phi^2\frac{|\nabla_st|^2}{s}.
\end{equation}
Since $\nabla_s\cdot(\hat{\mathbf s}/s)=1/s^2$, integration by parts turns the first integral into $-2\int\phi^2t/s^2$. The total is
\begin{equation}
4\pi\,\Delta D_{\rm reg}\simeq
2\int\phi^2\frac{t}{s^2}-2\int\phi^2\frac{|\nabla_st|^2}{s}.
\end{equation}
Each part has order $K^{-2}$: the volume $K^{-3}$ multiplies $K^{-1}K^2$ in the first and $K$ in the second. The transform of $s^{-2}$ is $2\pi^2/k>0$ and that of $t$ is negative, so the first part is negative. The second is plainly negative. They cannot cancel, and the error is of order $X^{-2}$. The identity improves the rate but does not remove the basis error.

\section{Helium in numbers}

The reference is a Hylleraas expansion in $r_1,r_2,r_{12}$. At order 15 the direct value is $D=0.106351$ and the regularized one $0.106345\,a_0^{-3}$. Their gap shrank from $6.2\times10^{-5}$ at order 7 to $5.9\times10^{-6}\,a_0^{-3}$. The errors below are relative to the direct value, and this gap indicates its uncertainty. The regularized value keeps its six digits from order 11 to 15 while the direct one is still falling, so the direct value is too high by about this gap.

The reference function gives $C=0.04284\,a_0^{-3}$. The leading relative error is thus $C/(DX)=0.40/X$, and a 1\% error in $D$ would need $X\approx40$. Projecting the reference function on $l\le20$ gives $21(D_{20}-D)=0.0431\,a_0^{-3}$, within 1\% of $C$.

The variational CI uses 14 radial functions per $l$. Its errors are:
\begin{center}
\begin{tabular}{cccc}
$X$ & $E$ ($10^{-3}E_h$) & direct $D$ ($a_0^{-3}$) & regularized $D$ ($a_0^{-3}$)\\
1 & 24.72 & 0.0495 & $-0.0139$\\
3 & 0.98 & 0.0148 & $-0.0020$\\
6 & 0.15 & 0.0081 & $-0.0006$
\end{tabular}
\end{center}
From $X=3$ to $6$ the observed powers are 2.73, 0.86 and 1.82, against limiting values of 3, 1 and 2. These errors include the truncation of the radial set, which need not fall as $X$ grows; in the direct $D$ it grows from $0.0001$ at $X=1$ to $0.0010\,a_0^{-3}$ at $X=6$. At the radial limit $E=-2.903606\,E_h$ and $D=0.11352\,a_0^{-3}$ for $X=6$, against $-2.903576\,E_h$ and $0.11448\,a_0^{-3}$ here, and the three powers become 3.0, 1.0 and 1.9. At $X=6$ the product of $X$ and the direct error is $0.0488\,a_0^{-3}$, 14\% above $C$; for the projected reference function it is $0.0439\,a_0^{-3}$, 2\% above. The larger CI excess comes from the incomplete radial space: at the radial limit the product is $0.0430\,a_0^{-3}$, slightly below the projected value and within 1\% of $C$.

Extrapolation of the direct values from $X=5$ and $6$ gives
\begin{equation}
6(0.11448)-5(0.11567)=0.1085\,a_0^{-3}.
\end{equation}
This cuts the error from $0.0081$ to $0.0022\,a_0^{-3}$. Almost all of the remainder is radial error, which the formula amplifies rather than removes; the radial-limit values give $6(0.11352)-5(0.11497)=0.1063\,a_0^{-3}$. The $X^{-3}$ formula gives $0.1129\,a_0^{-3}$ and leaves 80\% of the error. The regularized values, extrapolated with $p=2$, give $0.10626\,a_0^{-3}$, within 0.1\% of the reference. They also carry radial error: at the radial limit the same extrapolation gives $0.10633\,a_0^{-3}$, a shift of $7\times10^{-5}\,a_0^{-3}$.

In the cc-pV$X$Z bases, full CI gives $D=0.12465$ for $X=4$ and $0.12056\,a_0^{-3}$ for $X=5$. The observed power of the error is 1.13, close to the scaling estimate. The $1/X$ formula yields $5(0.12056)-4(0.12465)=0.1042\,a_0^{-3}$. It overshoots the correction and ends 2\% below the reference, whereas the raw cc-pV5Z value is 13\% above it. The $X^{-3}$ formula stays 9\% above.

By \eqref{darwin}, the reference Darwin energy is $-17.79\,\mu E_h$, or $-3.905\,\mathrm{cm}^{-1}$. The cc-pV5Z value is $-20.17\,\mu E_h$, and the $1/X$ extrapolation brings it to $-17.44\,\mu E_h$. Nuclear motion, the other relativistic terms and quantum electrodynamics are left out. The numerical output lists the values used here, apart from those at the radial limit.

\section*{Computed results}
\begin{verbatim}
Helium, Z = 2; D = <delta(r12)> in bohr^-3
r12 partial sum at r1=r2=1 bohr, L=5: 0.167832 bohr
No repulsion: D direct 0.3183099, regularized 0.3183099 bohr^-3
Hylleraas exponent: 2.5 bohr^-1
Hylleraas order 7: E = -2.90372379 hartree
  D direct 0.1064091, regularized 0.1063471 bohr^-3
Hylleraas order 11: E = -2.90372437 hartree
  D direct 0.1063631, regularized 0.1063454 bohr^-3
Hylleraas order 15: E = -2.90372438 hartree
  D direct 0.1063513, regularized 0.1063454 bohr^-3
Mean cusp slope: 0.49912 bohr^-1
Predicted C: 0.042840 bohr^-3
C from projection at L=20: 0.043098 bohr^-3
CI: 14 radial functions per l, exponent 5.0 bohr^-1
L, E (hartree), D direct, D regularized, D projected (bohr^-3)
0  -2.879003  0.155841  0.092469  0.158046
1  -2.900493  0.128609  0.102184  0.129537
2  -2.902743  0.121139  0.104389  0.121360
3  -2.903295  0.117633  0.105207  0.117456
4  -2.903491  0.115671  0.105590  0.115166
5  -2.903576  0.114484  0.105794  0.113660
L, errors: E (millihartree), D direct, D regularized (bohr^-3)
0  24.7216  0.049490  -0.013882
1  3.2313  0.022257  -0.004168
2  0.9817  0.014787  -0.001962
3  0.4290  0.011282  -0.001145
4  0.2333  0.009320  -0.000762
5  0.1482  0.008133  -0.000557
Observed powers, X=3 to 6: E 2.727, D 0.863, regularized 1.816
CI X=5,6 direct D, 1/X extrapolation: 0.108547 bohr^-3
CI X=5,6 direct D, 1/X^3 extrapolation: 0.112853 bohr^-3
CI X=5,6 regularized D, 1/X^2: 0.106258 bohr^-3
Full CI cc-pVXZ: X, functions, E (hartree), D, D error (bohr^-3)
2  5  -2.887595  0.147446  0.041094
3  14  -2.900232  0.132015  0.025664
4  30  -2.902411  0.124646  0.018295
5  55  -2.903152  0.120563  0.014212
cc-pVXZ observed power of D error, X=4 to 5: 1.132
cc-pVXZ X=4,5, 1/X extrapolation: 0.104231 bohr^-3
cc-pVXZ X=4,5, 1/X^3 extrapolation: 0.116279 bohr^-3
Darwin energy, reference: -17.7919 microhartree
Darwin energy, reference: -3.9049 cm^-1
Darwin energy, cc-pV5Z: -20.1695 microhartree
Darwin energy, cc 1/X limit: -17.4372 microhartree
\end{verbatim}
